# The Heine–Hubbard hybrid Hamiltonian from a resonant d phase shift: test program

```python
# Result under test: a crystal of l=2 resonant scatterers is equivalent, to first
# order in E-E_d, to plane waves (energy g^2) coupled to five d orbitals by
#   |V_gm| = 4 pi sqrt(Z Gamma/(2 kappa Omega)) |j2(g r)/j2(kappa r) Y_2m(g)|.
# Rydberg units: H = -laplacian + potential, E = kappa^2, lengths in bohr.
# E_d, Gamma: resonance energy and full width; r: matching radius; Omega: cell volume.
# Independent road: plane-wave diagonalization of the original Hamiltonian, whose
# potential is a smooth well of radius a and depth v0 acting on l=2 only.
import numpy as np
from scipy.special import spherical_jn, spherical_yn, erfc
from scipy.optimize import brentq
from scipy.linalg import eigh
from scipy.constants import physical_constants

RY_EV = physical_constants['Rydberg constant times hc in eV'][0]
A_LAT = 7.0
OMEGA = A_LAT**3 / 4
B_REC = 2 * np.pi / A_LAT
E_D = 0.30
KAPPA = np.sqrt(E_D)


def j2(x):
    return spherical_jn(2, x)


def n2(x):
    return spherical_yn(2, x)


def series(E, a, v0):
    """Coefficients of R = s^2 sum c_n s^(2n), s = rho/a, inside the well
    v(rho) = -v0 (1-s^2)^2."""
    c = np.zeros(90)
    c[0] = 1.0
    e, v = (E + v0) * a * a, v0 * a * a
    for n in range(1, 90):
        p = 2 + 2 * n
        t = -e * c[n - 1]
        if n > 1:
            t += 2 * v * c[n - 2]
        if n > 2:
            t -= v * c[n - 3]
        c[n] = t / (p * (p + 1) - 6)
    return c


def edge(E, a, v0):
    """Value and radial slope of the inner solution at rho = a."""
    c = series(E, a, v0)
    p = 2 + 2 * np.arange(90)
    return c.sum(), (p * c).sum() / a


def cot_eta(E, a, v0):
    q = np.sqrt(E)
    u, du = edge(E, a, v0)
    dj = q * spherical_jn(2, q * a, derivative=True)
    dn = q * spherical_yn(2, q * a, derivative=True)
    return (u * dn - du * n2(q * a)) / (u * dj - du * j2(q * a))


def find_depth(a):
    """Smallest depth for which the phase shift is pi/2 at E_D."""
    dn = KAPPA * spherical_yn(2, KAPPA * a, derivative=True)

    def mismatch(v0):
        u, du = edge(E_D, a, v0)
        return u * dn - du * n2(KAPPA * a)
    grid = np.arange(2.0, 300.0, 2.0) / a**2
    vals = [mismatch(v) for v in grid]
    for i in range(len(grid) - 1):
        if vals[i] * vals[i + 1] < 0:
            return brentq(mismatch, grid[i], grid[i + 1], xtol=1e-12)
    raise RuntimeError('no resonance found')


def width(a, v0, h=1e-4):
    slope = (cot_eta(E_D + h, a, v0) - cot_eta(E_D - h, a, v0)) / (2 * h)
    return -2 / slope


def waves(k, gmax):
    m = int(gmax / B_REC) + 2
    i = np.arange(-m, m + 1)
    h = np.array(np.meshgrid(i, i, i, indexing='ij')).reshape(3, -1).T
    par = h % 2
    h = h[(par[:, 0] == par[:, 1]) & (par[:, 1] == par[:, 2])]
    g = k + B_REC * h
    keep = (g**2).sum(1) < gmax**2
    return h[keep], g[keep]


def real_d(g):
    x, y, z = (g / np.linalg.norm(g, axis=1)[:, None]).T
    c = np.sqrt(15 / (4 * np.pi))
    return np.array([c * x * y, c * y * z, c * z * x, c * (x * x - y * y) / 2,
                     np.sqrt(5 / (16 * np.pi)) * (3 * z * z - 1)]).T


def radial_factor(glen, a, v0):
    """Factor Q with Q Q^T = integral rho^2 j2(g rho) |v| j2(g' rho)."""
    x, w = np.polynomial.legendre.leggauss(48)
    rho, w = a * (x + 1) / 2, a * w / 2
    v = v0 * (1 - (rho / a)**2)**2
    return j2(np.outer(glen, rho)) * np.sqrt(w * v) * rho


def direct_levels(k, a, v0, gmax):
    _, g = waves(k, gmax)
    glen = np.linalg.norm(g, axis=1)
    q, y = radial_factor(glen, a, v0), real_d(g)
    H = -(16 * np.pi**2 / OMEGA) * (q @ q.T) * (y @ y.T)
    H[np.diag_indices(len(g))] += glen**2
    return eigh(H, eigvals_only=True, subset_by_index=[0, 5]), len(g)


def F_exact(E, r, a, v0):
    q = np.sqrt(E)
    return q * j2(q * r) * n2(q * r) - q * j2(q * r)**2 * cot_eta(E, a, v0)


def F_slope(E, r, a, v0, h=1e-4):
    return (F_exact(E + h, r, a, v0) - F_exact(E - h, r, a, v0)) / (2 * h)


def window(g):
    return 0.5 * erfc((g - 24) / 6)


TAIL_G = np.arange(5.005, 300, 0.01)


def prepare(k, r):
    _, g = waves(k, 42.0)
    glen = np.linalg.norm(g, axis=1)
    B = 4 * np.pi / np.sqrt(OMEGA) * j2(glen * r)[:, None] * real_d(g)
    tail = (2 / np.pi) * (1 - window(TAIL_G)) * TAIL_G**2 * j2(TAIL_G * r)**2 * 0.01
    return r, glen, B, tail


def hybrid(prep, E0, cut, a, v0):
    """Hybrid matrix linearized at E0; waves with g > cut are folded into the
    d block (value and slope), the far tail of the wave sum as an integral."""
    r, glen, B, tail = prep
    w2 = 1 / F_slope(E0, r, a, v0)
    assert w2 > 0
    eps = E0 - w2 * F_exact(E0, r, a, v0)
    ex = glen < cut
    Be, ge = B[ex], glen[ex]
    Br = B[~ex] * np.sqrt(window(glen[~ex]))[:, None]
    den = (E0 - glen[~ex]**2)[:, None]
    t0 = (tail / (E0 - TAIL_G**2)).sum() - (2 / np.pi) / (2 * r * r * 300)
    t1 = -(tail / (E0 - TAIL_G**2)**2).sum()
    one = np.eye(5)
    D0 = eps * one + w2 * ((Br / den).T @ Br + t0 * one)
    D1 = w2 * (-(Br / den**2).T @ Br + t1 * one)
    n = len(ge)
    H, S = np.zeros((n + 5, n + 5)), np.eye(n + 5)
    H[:n, :n] = np.diag(ge**2)
    H[:n, n:] = np.sqrt(w2) * Be
    H[n:, :n] = H[:n, n:].T
    H[n:, n:] = D0 - E0 * D1
    S[n:, n:] = one - D1
    return eigh(H, S, eigvals_only=True)[:6], n, np.linalg.eigvalsh(D0)


def secular_levels(prep, start, a, v0):
    """Roots of the full energy-dependent secular equation, by relinearizing."""
    out = []
    for n, E in enumerate(start):
        for _ in range(6):
            E = hybrid(prep, E, 5.0, a, v0)[0][n]
        out.append(E)
    return np.array(out)


# ---- the scatterer ----
a, r = 1.4, 2.0
v0 = find_depth(a)
gam = width(a, v0)
print(f'lattice constant {A_LAT:.1f} bohr, cell volume {OMEGA:.2f} bohr^3')
print(f'half neighbour distance {A_LAT / np.sqrt(8):.3f} bohr')
print(f'well radius {a:.1f} bohr, depth {v0:.4f} Ry')
print(f'E_d {E_D:.2f} Ry, kappa_d {KAPPA:.4f} 1/bohr')
print(f'Gamma {gam:.5f} Ry = {gam * RY_EV:.3f} eV')
for s in (-1, 1):
    eta = np.arctan2(1, cot_eta(E_D + s * gam / 2, a, v0))
    print(f'phase shift at E_d {s:+d}*Gamma/2: {eta / np.pi:.4f} pi')
    assert abs(eta - np.pi / 2 - s * np.pi / 4) < 0.1

# ---- parameters of the hybrid matrix; norm identity by quadrature ----
x = KAPPA * r
F0, F1 = F_exact(E_D, r, a, v0), F_slope(E_D, r, a, v0)
W2 = 1 / F1
Z = W2 / (gam / (2 * KAPPA * j2(x)**2))
eps_r = E_D - W2 * F0
t, w = np.polynomial.legendre.leggauss(60)
s_in = (t + 1) / 2
c = series(E_D, a, v0)
R_in = s_in**2 * np.polynomial.polynomial.polyval(s_in**2, c)
scale = c.sum() / n2(KAPPA * a)
rho_out = a + (r - a) * (t + 1) / 2
norm_u = (w * a / 2 * (a * s_in)**2 * R_in**2).sum()
norm_u += (w * (r - a) / 2 * rho_out**2 * (scale * n2(KAPPA * rho_out))**2).sum()
norm_u /= (scale * n2(x))**2
rho = r * (t + 1) / 2
norm_j = (w * r / 2 * rho**2 * j2(KAPPA * rho)**2).sum() / j2(x)**2
assert abs(F0**2 * (norm_u - norm_j) / F1 - 1) < 1e-5
print(f'matching radius r {r:.1f} bohr: j2(kappa r) {j2(x):.5f}, n2 {n2(x):.5f}')
print(f'bare d level eps_r {eps_r:.5f} Ry, Z {Z:.4f}')
print(f'scaled norms in sphere: true {norm_u:.3f}, free {norm_j:.3f} bohr^3')
print(f'F slope: phase shift {F1:.6f}, norms {F0**2 * (norm_u - norm_j):.6f} bohr')

# ---- one atom in free space: the continuum moves eps_r back to E_d ----
gg = np.arange(0.0005, 400, 0.001)
f = (gg**2 * j2(gg * r)**2 - E_D * j2(x)**2) / (E_D - gg**2)
pv = f.sum() * 0.001 + (-1 / (2 * r * r) + E_D * j2(x)**2) / 400
pv *= 2 / np.pi
assert abs(pv / (KAPPA * j2(x) * n2(x)) - 1) < 1e-4
print(f'principal value {pv:.6f}, kappa j2 n2 {KAPPA * j2(x) * n2(x):.6f} 1/bohr')
print(f'level after continuum shift {eps_r + W2 * pv:.5f} Ry')

# ---- six lowest bands at a general k ----
k = B_REC * np.array([0.5, 0.25, 0.125])
direct, n_pw = direct_levels(k, a, v0, 11.0)
prep = prepare(k, r)
linear, n_full, _ = hybrid(prep, E_D, 5.0, a, v0)
small, n_small, d_block = hybrid(prep, E_D, 1.0, a, v0)
exact = secular_levels(prep, linear, a, v0)
r_alt = 1.6
prep_alt = prepare(k, r_alt)
exact_alt = secular_levels(prep_alt, linear, a, v0)
small_alt = hybrid(prep_alt, E_D, 1.0, a, v0)[0]
bound = np.array([W2 * abs(F_exact(E, r, a, v0) - F0 - F1 * (E - E_D))
                  for E in exact])
print(f'k = (0.5, 0.25, 0.125) 2pi/A, k^2 = {k @ k:.4f} Ry')
print(f'plane waves: direct {n_pw}, linearized {n_full}, small {n_small}')
print('levels in Ry: direct | secular | linearized | small matrix | error bound')
for i in range(6):
    print(f' band {i + 1}: {direct[i]:.5f} | {exact[i]:.5f} | {linear[i]:.5f}'
          f' | {small[i]:.5f} | {bound[i]:.5f}')
print('folded d block levels (Ry):', ' '.join(f'{e:.4f}' for e in d_block))
print(f'max |secular - direct| {abs(exact - direct).max():.1e} Ry')
print(f'max |secular(r={r_alt}) - secular(r={r})| '
      f'{abs(exact_alt - exact).max():.1e} Ry')
print(f'max |small - direct| {abs(small - direct).max():.5f} Ry at r={r}, '
      f'{abs(small_alt - direct).max():.5f} Ry at r={r_alt}')
# tolerances: finite plane-wave set of the direct road, finite lattice sums
assert abs(exact - direct).max() < 3e-4
assert abs(exact_alt - exact).max() < 1e-4
assert np.all(abs(linear - exact) < bound + 1e-4)
assert n_small == 1 and abs(small - direct).max() < 0.01


# ---- square-root law: coupling read from directly computed states ----
def measured_coupling(a, v0, gmax=18.0):
    """k = (kappa_d,0,0), fully symmetric states only. For two mixed levels with
    plane-wave weights w1, w2 the coupling is splitting*sqrt(w1 w2)/(w1+w2)."""
    h, _ = waves(np.array([KAPPA, 0, 0]), gmax)
    yz = np.sort(abs(h[:, 1:]), axis=1)
    star, count = np.unique(np.column_stack([h[:, 0], yz]), axis=0,
                            return_counts=True)
    g = B_REC * star + np.array([KAPPA, 0, 0])
    glen = np.linalg.norm(g, axis=1)
    y = np.sqrt(5 / (4 * np.pi)) * (1.5 * (g[:, 0] / glen)**2 - 0.5)
    q = radial_factor(glen, a, v0) * (y * np.sqrt(count))[:, None]
    H = np.diag(glen**2) - (16 * np.pi**2 / OMEGA) * q @ q.T
    E, C = eigh(H, subset_by_index=[0, 5])
    zero = np.flatnonzero((star == 0).all(axis=1))[0]
    wt = C[zero]**2
    i, j = np.sort(np.argsort(wt)[-2:])
    return (E[j] - E[i]) * np.sqrt(wt[i] * wt[j]) / (wt[i] + wt[j]), E[i], E[j]


print('k = (kappa_d,0,0): a (bohr), Gamma, lower, upper, V direct, V formula (Ry)')
ratios, gams, vs = [], [], []
for aa in (1.8, 1.4, 1.0):
    vv = find_depth(aa)
    gm = width(aa, vv)
    vd, lo, up = measured_coupling(aa, vv)
    vf = np.sqrt(10 * np.pi * gm / (KAPPA * OMEGA))
    ratios.append(vd / vf)
    gams.append(gm)
    vs.append(vd)
    print(f' {aa:.1f}  {gm:.5f}  {lo:.5f}  {up:.5f}  {vd:.5f}  {vf:.5f}'
          f'  ratio {vd / vf:.4f}')
power = np.log(vs[1] / vs[2]) / np.log(gams[1] / gams[2])
print(f'power of Gamma in V direct, two narrowest wells: {power:.4f}')
v_main = np.sqrt(10 * np.pi * gam / (KAPPA * OMEGA))
print(f'on-shell gap 2V for a={a}: {2 * v_main:.4f} Ry = {2 * v_main * RY_EV:.3f} eV')
dev = abs(np.array(ratios) - 1)
assert dev[2] < dev[0] < 0.15 and dev[2] < 0.05
assert abs(power - 0.5) < 0.06
print('done: every assertion held')
```

It prints:

```
lattice constant 7.0 bohr, cell volume 85.75 bohr^3
half neighbour distance 2.475 bohr
well radius 1.4 bohr, depth 36.2874 Ry
E_d 0.30 Ry, kappa_d 0.5477 1/bohr
Gamma 0.01229 Ry = 0.167 eV
phase shift at E_d -1*Gamma/2: 0.2421 pi
phase shift at E_d +1*Gamma/2: 0.7422 pi
matching radius r 2.0 bohr: j2(kappa r) 0.07337, n2 -2.84949
bare d level eps_r 0.56916 Ry, Z 1.1273
scaled norms in sphere: true 33.635, free 1.189 bohr^3
F slope: phase shift 0.425429, norms 0.425429 bohr
principal value -0.114507, kappa j2 n2 -0.114507 1/bohr
level after continuum shift 0.30000 Ry
k = (0.5, 0.25, 0.125) 2pi/A, k^2 = 0.2644 Ry
plane waves: direct 1929, linearized 179, small 1
levels in Ry: direct | secular | linearized | small matrix | error bound
 band 1: 0.20696 | 0.20692 | 0.20601 | 0.20619 | 0.00282
 band 2: 0.27445 | 0.27437 | 0.27420 | 0.27426 | 0.00021
 band 3: 0.29616 | 0.29607 | 0.29607 | 0.29607 | 0.00000
 band 4: 0.31901 | 0.31892 | 0.31881 | 0.31883 | 0.00011
 band 5: 0.35246 | 0.35236 | 0.35155 | 0.35160 | 0.00087
 band 6: 0.39755 | 0.39747 | 0.39536 | 0.39551 | 0.00302
folded d block levels (Ry): 0.2614 0.2932 0.3184 0.3422 0.3633
max |secular - direct| 9.9e-05 Ry
max |secular(r=1.6) - secular(r=2.0)| 2.1e-06 Ry
max |small - direct| 0.00204 Ry at r=2.0, 0.00058 Ry at r=1.6
k = (kappa_d,0,0): a (bohr), Gamma, lower, upper, V direct, V formula (Ry)
 1.8  0.02426  0.16123  0.41564  0.12710  0.12740  ratio 0.9977
 1.4  0.01229  0.20449  0.38545  0.09043  0.09069  ratio 0.9972
 1.0  0.00478  0.24184  0.35480  0.05647  0.05655  ratio 0.9985
power of Gamma in V direct, two narrowest wells: 0.4987
on-shell gap 2V for a=1.4: 0.1814 Ry = 2.468 eV
done: every assertion held
```
